# Strain Dependence of the Band Gap of Semiconducting Carbon Nanotubes

## A zigzag tube

Take a carbon nanotube with bonds of length $a$ and one $\pi$ orbital per atom. An electron hops between nearest neighbours with amplitude $-t$, where $t=t_0(a/r)^2$ for a bond of length $r$. An axial strain $e$ lengthens the tube by the factor $1+e$ and changes its circumference by $1-\nu e$, where $\nu$ is the Poisson ratio. The atoms are assumed to follow this deformation.

In a zigzag tube $(n,0)$ each atom has one bond along the axis, with hopping $t_\parallel$, and two slanted bonds with hopping $t_\perp$. The hopping links the two sublattices, so the energies are $\pm|f|$ with

$$f=t_\perp(1+e^{-i\alpha_1})+t_\parallel e^{-i\alpha_2}.$$

Here $\alpha_1$ is the phase gained by one lattice step around the tube. Closure after $n$ steps requires $\alpha_1=2\pi q/n$ with integer $q$. The phase $\alpha_2$ is free, because it contains the axial wave number. Since $|1+e^{-i\alpha_1}|=2|\cos(\alpha_1/2)|$, the best choice of $\alpha_2$ sets the two terms against each other, and the gap is

$$E_g=2\min_q\big|2t_\perp|\cos(\pi q/n)|-t_\parallel\big|.$$

Without strain it would vanish at $\cos(\pi q/n)=1/2$, that is, at $q=n/3$. If $n$ is not a multiple of 3, the nearest integer is $q=n/3-s/3$, with $s=+1$ for $n\equiv1$ and $s=-1$ for $n\equiv2$ modulo 3. With $C=\cos(\pi/3-s\pi/3n)$, which exceeds $1/2$ for $s=+1$ and is smaller for $s=-1$,

$$E_g=2s(2t_\perp C-t_\parallel).$$

The axial bond stretches by $\delta r/a=e$. A slanted bond has axial component $a/2$ and circumferential component $\sqrt3a/2$, so it stretches by $\delta r/a=e(1-3\nu)/4$. To first order $\delta t=-2t_0\,\delta r/a$, hence

$$\frac{dE_g}{de}=2st_0\big[2-(1-3\nu)C\big]\;\longrightarrow\;3st_0(1+\nu),$$

where the limit is that of a wide tube, $C\to1/2$. The strain unbalances two terms that nearly cancel. The slope is therefore set by $t_0$ and not by the much smaller gap, and its sign depends on which term was larger.

For a general tube the leading result is

$$\boxed{\frac{dE_g}{de}=3s\,t_0(1+\nu)\cos3\theta}\qquad(1)$$

with $s=+1$ for $n-m\equiv1$ and $s=-1$ for $n-m\equiv2$ modulo 3. The chiral angle $\theta$ is measured from zigzag.

## Geometry and closure

Let $x$ run around the tube and $y$ along it. The lattice vectors $\mathbf a_1,\mathbf a_2$ have length $\sqrt3a$ and lie at angles $-\theta$ and $\pi/3-\theta$ to $x$. The circumference vector is $\mathbf C=n\mathbf a_1+m\mathbf a_2$, of length $2\pi R$. The three bonds from an atom are $\mathbf d_1=(\mathbf a_1+\mathbf a_2)/3$, $\mathbf d_2=\mathbf d_1-\mathbf a_1$ and $\mathbf d_3=\mathbf d_1-\mathbf a_2$. Their angles are

$$\phi_1=\frac{\pi}{6}-\theta,\qquad \phi_2=\phi_1+\frac{2\pi}{3},\qquad \phi_3=\phi_1-\frac{2\pi}{3}.$$

Neglecting curvature, so that a hopping depends on the direction of its bond alone,

$$f=t_1+t_2e^{-i\alpha_1}+t_3e^{-i\alpha_2},\qquad n\alpha_1+m\alpha_2=2\pi q.\qquad(2)$$

The closure condition counts lattice steps and contains no length. Strain therefore enters through the hoppings alone.

For equal hoppings, $f$ vanishes at $\alpha_1=2\pi/3$, $\alpha_2=-2\pi/3$. The zero with both signs reversed gives the same gap, because $f(-\alpha)=f(\alpha)^*$. Write $\alpha_1=2\pi/3+x_1$ and $\alpha_2=-2\pi/3+x_2$. Closure becomes $nx_1+mx_2=2\pi q-2\pi(n-m)/3$, and the allowed line nearest the zero is

$$nx_1+mx_2=-\frac{2\pi s}{3}.\qquad(3)$$

A bond at angle $\phi_i$ stretches by

$$\frac{\delta r_i}{a}=e(\sin^2\phi_i-\nu\cos^2\phi_i)=\frac e2\big[(1-\nu)-(1+\nu)\cos2\phi_i\big].$$

The relative hopping change $h_i=\delta t_i/t_0=-2\,\delta r_i/a$ is then

$$h_i=e\big[-(1-\nu)+(1+\nu)\cos2\phi_i\big].\qquad(4)$$

## First derivation: the zero of the band moves

Let $\omega=e^{2\pi i/3}$. To first order in $x_j$ and $h_i$,

$$\frac f{t_0}=h_1+\omega^*h_2+\omega h_3-i(\omega^*x_1+\omega x_2).$$

The zero moves to $x_j=X_j$, where $i\omega^*X_1+i\omega X_2=h_1+\omega^*h_2+\omega h_3$. With $i\omega^*=\sqrt3/2-i/2$ and $i\omega=-\sqrt3/2-i/2$, the real and imaginary parts read

$$\frac{\sqrt3}2(X_1-X_2)=h_1-\frac{h_2+h_3}2,\qquad X_1+X_2=\sqrt3(h_2-h_3).$$

Solving them gives

$$X_1=\frac{h_1+h_2-2h_3}{\sqrt3},\qquad X_2=\frac{2h_2-h_1-h_3}{\sqrt3}.$$

The isotropic part of (4) cancels: equal changes of all hoppings do not move the zero. For the rest, $\sum_i\cos2\phi_i=0$, so $X_1=-\sqrt3(1+\nu)e\cos2\phi_3$ and $X_2=\sqrt3(1+\nu)e\cos2\phi_2$. Inserting the bond angles,

$$X_1=\sqrt3(1+\nu)e\cos2\theta,\qquad X_2=\sqrt3(1+\nu)e\cos(2\theta+\pi/3).$$

To see how far the zero has moved towards the allowed line, we need $nX_1+mX_2$. The sine rule in the triangle formed by $n\mathbf a_1$, $m\mathbf a_2$ and $\mathbf C$ gives

$$n=\frac{4\pi R}{3a}\sin\Big(\frac\pi3-\theta\Big),\qquad m=\frac{4\pi R}{3a}\sin\theta.$$

The required trigonometric sum follows from writing products as sums:

$$\sin\Big(\frac\pi3-\theta\Big)\cos2\theta+\sin\theta\cos\Big(2\theta+\frac\pi3\Big)=\frac12\Big[\sin\Big(\frac\pi3-3\theta\Big)+\sin\Big(\frac\pi3+3\theta\Big)\Big]=\frac{\sqrt3}2\cos3\theta.$$

The terms $\pm\frac12\sin(\pi/3+\theta)$ have cancelled. Hence

$$M\equiv nX_1+mX_2=\frac{2\pi R}a(1+\nu)e\cos3\theta.$$

It remains to turn the separation into an energy. Put $x_j-X_j=\mathbf p\cdot\mathbf a_j$. Near the zero,

$$|f|^2=t_0^2\big[(\mathbf p\cdot\mathbf a_1)^2+(\mathbf p\cdot\mathbf a_2)^2-(\mathbf p\cdot\mathbf a_1)(\mathbf p\cdot\mathbf a_2)\big]=\frac94t_0^2a^2p^2.$$

The last step uses $\cos^2A+\cos^2B-2\cos A\cos B\cos(A-B)=\sin^2(A-B)$ with $A-B=\pi/3$. The allowed line (3) is $\mathbf p\cdot\mathbf C=-2\pi s/3-M$. Its smallest $p$ is $|2\pi s/3+M|/(2\pi R)$, so $E_g=2|f|=3t_0ap$ gives

$$E_g=\Big|\frac{t_0a}R+3s\,t_0(1+\nu)e\cos3\theta\Big|.\qquad(5)$$

Its slope at $e=0$ is (1).

Equation (5) also describes strains comparable to $a/R$, provided both are small. If the strain term opposes the first, the gap closes at $|e|=a/[3R(1+\nu)\cos3\theta]$. If it adds, the gap does not grow without limit. The next allowed line lies on the other side of the zero, initially at twice the distance. The two distances become equal when $|M|=\pi/3$, which is half the closing strain. The gap has then reached $3t_0a/2R$, and it falls on further straining. These strains are leading-order estimates. For the tube $(13,5)$ treated below, (5) puts closure at 9.2 % tension, whereas the full hopping law $t_0(a/r)^2$ puts it at 11.1 %. For the same tube the gap maximum is predicted at 4.6 % compression with 0.91 eV, and the full law gives 4.0 % and 0.89 eV. These are properties of the model: at such strains a real tube need not keep a constant Poisson ratio, and under compression it may buckle.

## Second derivation: energy of the band-edge state

The slope can also be found from the state at the edge of the unstrained gap. For given phases the Hamiltonian has off-diagonal elements $-f$ and $-f^*$. The upper state has sublattice amplitudes $(1,-f^*/|f|)/\sqrt2$. By the Hellmann–Feynman theorem its energy changes at the rate $\mathrm{Re}(f^*\,\partial f/\partial e)/|f|$. Strain also moves the edge along the allowed line, but the energy is stationary there, so this movement does not contribute at first order. The lower state moves oppositely, giving

$$\frac{dE_g}{de}=\frac2{|f|}\,\mathrm{Re}\Big(f^*\frac{\partial f}{\partial e}\Big).\qquad(6)$$

To evaluate this, write $x_j=\mathbf q\cdot\mathbf a_j$ with undeformed vectors. The phases at the zero are $1,\omega^*,\omega=e^{-i(\phi_i-\phi_1)}$ for the three bonds. After removal of a common phase, which changes neither $|f|$ nor (6), $f$ becomes $t_0G$ with

$$G=-i\sum_i(1+h_i)e^{-i\phi_i}e^{i\mathbf q\cdot\mathbf d_i}.$$

Because the bond angles differ by $2\pi/3$, a sum $\sum_ie^{ik\phi_i}$ vanishes unless $k$ is a multiple of 3. Moreover $e^{-3i\phi_1}=-ie^{3i\theta}$.

At zero strain, the terms linear in $\mathbf q$ give $G=\frac32a(q_x-iq_y)$. At the edge $q_x=-s/(3R)$ and $q_y=0$ to this order, so $G/|G|=-s$. At $\mathbf q=0$ the isotropic part of (4) sums to zero, and the rest gives

$$\frac{\partial G}{\partial e}=-i(1+\nu)\sum_ie^{-i\phi_i}\cos2\phi_i=-\frac{3i}2(1+\nu)e^{-3i\phi_1}=-\frac32(1+\nu)e^{3i\theta}.$$

Equation (6) then yields $2t_0(-s)\big(-\frac32\big)(1+\nu)\cos3\theta$, which is (1). The factor $\cos3\theta$ measures how much of the perturbation is in phase with the state. The out-of-phase part moves the edge along the axis without changing its energy at this order.

### The next order in $a/R$

This route gives the correction directly. Two terms are needed.

First, expand $e^{i\mathbf q\cdot\mathbf d_i}$ in $\partial G/\partial e$ to first order. Using $\cos\phi\cos2\phi=\frac12(\cos\phi+\cos3\phi)$, where the $\cos3\phi_i$ part is equal for all bonds and sums to zero,

$$aq_x\sum_ie^{-i\phi_i}\cos\phi_i\big[-(1-\nu)+(1+\nu)\cos2\phi_i\big]=\frac32aq_x\Big[-(1-\nu)+\frac{1+\nu}2\Big].$$

Second, the phase of $G$ at the edge is not quite that of a real number. To second order in $\mathbf q$, with $Q=q_x+iq_y$,

$$G=\frac32a(q_x-iq_y)+\frac38a^2Q^2e^{3i\theta}.$$

The edge satisfies $\mathrm{Re}(G^*\partial G/\partial q_y)=0$. To the order needed, $\mathrm{Re}\,G=\frac32aq_x$ and $\partial G/\partial q_y=-\frac34a^2q_x\sin3\theta-\frac32ia$. The condition gives $\mathrm{Im}\,G=-\frac34a^2q_x^2\sin3\theta$. Thus $q_y$ is of second order, and $G/|G|=-s(1+i\delta)$ with $\delta=-\frac12aq_x\sin3\theta$. The factor $1-i\delta$ from $G^*$, acting on $-\frac32(1+\nu)e^{3i\theta}$, adds the real part $\frac34(1+\nu)aq_x\sin^23\theta$.

Multiplying both contributions by $-2st_0$, with $-3st_0aq_x=t_0a/R$, gives

$$\frac{dE_g}{de}=3s\,t_0(1+\nu)\cos3\theta+\frac{t_0a}R\Big[-(1-\nu)+\frac{1+\nu}2(1+\sin^23\theta)\Big].\qquad(7)$$

For zigzag the bracket is $-(1-3\nu)/2$. This agrees with the opening example: expanding $C$ there gives the correction $-(1-3\nu)t_0\pi/(\sqrt3n)$, and $a/R=2\pi/(\sqrt3n)$.

Equation (1) is therefore accurate when $a/R$ is small compared with $\cos3\theta$. Near armchair, $\theta\to30^\circ$, its leading term becomes small and the second term of (7) must be kept.

## What each derivation assumes

Both derivations assume one orbital per atom, nearest-neighbour hopping that depends on bond length alone, a flat sheet for the bond geometry, and atoms that follow the macroscopic strain. Both take electrons as independent.

The first expands in strain and in $a/R$ together, but does not require one to be small compared with the other. It therefore follows the gap to closure. To reach (7) it would need the distortion of the cone as well as the movement of its tip.

The second is a derivative at zero strain and needs an open gap. Equation (6) itself does not assume a large radius; that assumption enters when the edge state is expanded. It gives no warning of closure, where the sign of $f$ reverses and the gap has a corner.

Another hopping law changes both in the same way. If $t\propto r^{-b}$, every $h_i$ is multiplied by $b/2$, and the leading slope becomes $\frac32b\,s\,t_0(1+\nu)\cos3\theta$.

## When the sublattices shift

The assumption that atoms follow the strain is not forced by symmetry: the two sublattices may shift relative to each other. Consider a sheet with a stretching constant $k_s$ per bond and energy $\frac12k_ba^2(\delta\beta)^2$ for each change $\delta\beta$ of a bond angle.

Split the strain into an isotropic part $\eta=(1-\nu)e/2$ and an anisotropic part $\gamma=(1+\nu)e/2$. The latter stretches bond $i$ by $-a\gamma\cos2\phi_i$ and rotates it by $\gamma\sin2\phi_i$. A sublattice shift $aw$ in the direction $3\phi_1$ adds $aw\cos2\phi_i$ to the length and $w\sin2\phi_i$ to the rotation, since $3\phi_1-\phi_i$ equals $2\phi_i$ up to a full turn. A perpendicular shift does not couple to these patterns and stays zero.

A cell has three bonds and six angles. For rotations that sum to zero, the squared differences over the three bond pairs sum to three times the squared rotations. The anisotropic energy per cell is therefore

$$\frac34a^2\big[k_s(\gamma-w)^2+6k_b(\gamma+w)^2\big].$$

Its minimum lies at $k_s(\gamma-w)=6k_b(\gamma+w)$. The bond-length pattern is thereby multiplied by $\kappa=1-w/\gamma=12k_b/(k_s+6k_b)$, and the minimum energy is $\frac32k_s\kappa a^2\gamma^2$. The isotropic energy is $\frac32k_sa^2\eta^2$.

The same springs fix $\nu$. At given axial strain, $\eta^2+\kappa\gamma^2$ must be stationary against transverse strain, which changes $\eta$ and $\gamma$ by opposite amounts. Hence $\eta=\kappa\gamma$, and

$$\kappa=\frac{1-\nu}{1+\nu}.$$

The shift leaves the closure condition unchanged, so $1+\nu$ is replaced by $\kappa(1+\nu)=1-\nu$ in the anisotropic terms. In this spring model the leading slope is $3s\,t_0(1-\nu)\cos3\theta$.

## A tube of 1.26 nm diameter

Take $t_0=2.7$ eV, $a=0.142$ nm and $\nu=0.2$, and the tube $(13,5)$. Since $n-m=8\equiv2$ modulo 3, $s=-1$ and tension reduces the gap. The radius is 0.630 nm and $\cos3\theta=0.684$. The estimate $t_0a/R$ is 0.609 eV; minimizing $|f|$ numerically gives 0.616 eV. Equation (1) gives

$$\frac{dE_g}{de}=-3(2.7\ \mathrm{eV})(1.2)(0.684)=-6.65\ \mathrm{eV},$$

or $-0.244$ hartree, per unit strain. This is $-67$ meV per percent. The correction in (7) is $+0.07$ eV, giving $-6.58$ eV; the numerical slope is $-6.56$ eV. At 1 % strain the computed gap change is $-65$ meV, of which about $+1$ meV is nonlinear in strain. The change is about 2.5 times the thermal energy of 26 meV at 300 K.

The tube $(10,9)$ shows the failure near armchair. There $\cos3\theta=0.091$, and (1) gives 0.89 eV per unit strain against a numerical 1.12 eV, an error of about 21 % relative to the latter. Equation (7) gives 1.12 eV.

These parameters are rough typical values for carbon nanotubes, so the model result should be read with its omissions in view. Sublattice relaxation, with the springs above, changes the slope of $(13,5)$ to $-4.5$ eV, a reduction of about 31 % from the unrelaxed numerical value. A hopping exponent of 3 instead of 2, without relaxation, gives $-9.8$ eV. For $\nu=0.2$ these two changes cancel in the leading term, since $\frac23\times\frac32=1$. Agreement of a measured slope with (1) would therefore not establish both assumptions. Curved bonds and tilted orbitals, with a rough $\sigma$-to-$\pi$ hopping ratio of 2, lower the gap by about 2 % and change the slope by about 0.1 %. The gap shift is only indicative: for ratios between 1.5 and 3, and with or without the slight shortening of the bonds on rolling, it ranges from about $+1$ % to $-5$ %, while the slope changes by less than 0.2 %. These estimates omit rehybridization, which is at least as large. A four-orbital nearest-neighbour model with rough carbon parameters ($E_s-E_p=-7.3$, $V_{ss\sigma}=-4.3$, $V_{sp\sigma}=5.0$, $V_{pp\sigma}=6.4$, $V_{pp\pi}=-2.7$ eV, all hoppings scaled as $r^{-2}$) raises the gap of $(13,5)$ by about 2.5 % on rolling and changes its slope by about 1 %; for $(12,5)$, with $s=+1$, the gap falls by about 4 % and the slope changes by about 2 %. The Coulomb energy at a distance of one diameter, with a rough screening constant of 4, is 0.29 eV, nearly half the gap. Equation (1) thus concerns the single-particle gap of the model, and an optical transition energy need not have the same slope. The remaining values are in the numerical output.

## Computed values

```
Hopping t0 = 2.70 eV, bond a = 0.142 nm, nu = 0.20
Strain = 1.0 %, temperature = 300 K
3 t0 (1+nu) = 9.720 eV per unit strain
Tubes: slopes in eV per unit strain (flat model)
(n,m) diam/nm theta/deg cos3theta gap/eV leading next-order numeric
(17,0) 1.331 0.00 1.0000 0.5860 -9.720 -9.835 -9.837
(16,0) 1.253 0.00 1.0000 0.6002 9.720 9.598 9.600
(13,5) 1.260 15.61 0.6842 0.6155 -6.651 -6.578 -6.563
(12,5) 1.185 16.63 0.6444 0.6378 6.263 6.361 6.346
(10,9) 1.289 28.26 0.0910 0.5928 0.885 1.120 1.116
Main tube (13, 5): radius = 0.6300 nm
Gap estimate t0 a/R = 0.6086 eV
Unstrained gap, numeric = 0.6155 eV
Leading slope = -6.6507 eV per unit strain
Leading slope = -0.2444 hartree per unit strain
Leading slope = -66.51 meV per percent strain
Next-order term = 0.0725 eV per unit strain
Numeric slope = -6.5635 eV per unit strain
Slope shift, step 1e-5 to 1e-4 = -1.7e-07 eV
Gap change at the strain, leading = -66.51 meV
Gap change at the strain, numeric = -64.58 meV
Nonlinear part = 1.055 meV
Neglected effects, main tube
Spring ratio bend/stretch = 0.0833
Relaxation factor (1-nu)/(1+nu) = 0.6667
Slope with sublattice relaxation = -4.540 eV
Slope with hopping exponent 3 = -9.845 eV
Rough sigma/pi hopping ratio = 2.0
Gap with curvature = 0.6047 eV
Slope with curvature = -6.559 eV
Thermal energy kT = 25.85 meV
Coulomb scale at one diameter, eps_r 4 = 0.286 eV
Largest real-space check error = 2.7e-15 eV
```
